# An Implicit Solver for Kick-Out Diffusion at Fast Exchange Rates

Gold is deposited on both faces of a silicon wafer, and the wafer is heated. A small part of the gold moves quickly between lattice sites. Most of it ends up on lattice sites, where it hardly moves. When an interstitial gold atom takes a site it pushes out a silicon atom, and this self-interstitial must reach a surface before much more gold can settle. In a closed volume the exchange settles in a few milliseconds or less, and the anneal takes an hour. Can a solver step over the exchange without becoming unstable, and which diffusion equation does it then solve?

## The reaction in one closed cell

Let $u$, $s$ and $w$ be the concentrations of interstitial metal, substitutional metal and self-interstitials. The kick-out reaction is

$$M_i \rightleftharpoons M_s+I,\qquad R=k(Ku-sw),$$

where $R$ is the net rate from left to right. It must vanish at the equilibrium concentrations, so $K=s_{eq}w_{eq}/u_{eq}$. The species are taken as dilute and the temperature as fixed.

Without transport, $u_t=-R$ and $s_t=w_t=R$. Displace an equilibrium state along the reaction to $u-d,\ s+d,\ w+d$. To first order in $d$,

$$\dot d=k[-Kd-(s+w)d]=-\lambda d,\qquad \lambda=k(K+s+w).$$

An explicit Euler step multiplies $d$ by $1-\lambda\Delta t$. Decay requires $|1-\lambda\Delta t|<1$, that is, $\Delta t<2/\lambda$.

Now take one implicit step by hand. In arbitrary concentration units let $K=2$, and start from $u_0=2$, $s_0=0$, $w_0=1$. Let $r$ be the amount that reacts in the step, so that $u=2-r$, $s=r$, $w=1+r$. Backward Euler evaluates the rate at the new state: $r=k\Delta t(Ku-sw)$. With $\delta=1/(k\Delta t)$ this reads

$$\delta r=2(2-r)-r(1+r)\quad\Longrightarrow\quad r^2+(3+\delta)r-4=0.$$

The product of the roots is $-4$, so one root is positive and one negative. The negative root would make $s$ negative, so the positive one is the answer. For infinitely fast exchange, $\delta=0$ and $r^2+3r-4=(r-1)(r+4)=0$, hence $r=1$. The new state is $u=1$, $s=1$, $w=2$, which satisfies $sw=Ku=2$. The step has landed on equilibrium while keeping $u+s=2$ and $w-s=1$.

For small $\delta$, differentiate the quadratic: $(2r+3+\delta)\,dr+r\,d\delta=0$. At $r=1$, $\delta=0$ this gives $dr=-d\delta/5$, so $r\simeq1-\delta/5$. The distance from the fast limit is proportional to $1/k$.

An explicit step from the same start would give $r=(Ku_0-s_0w_0)/\delta=4/\delta$. For $\delta<2$ this exceeds the two units of interstitial metal available, and $u$ becomes negative.

## Adding transport

Divide half the wafer into cells of width $h_j$. By symmetry there is no flux through the mid-plane. The surface holds $u=u_{eq}$ and $w=w_{eq}$, so it is an ideal source of metal and an ideal sink for self-interstitials. There are no sinks in the bulk, and for now no vacancies. The continuous equations are

$$u_t=D_uu_{xx}-R,\qquad s_t=R,\qquad w_t=D_ww_{xx}+R.$$

Let $g_j>0$ be the inverse distance between the centres of cells $j$ and $j+1$, and $g_0$ the inverse distance from the surface to the first centre. The matrix $T$ sums the outward differences,

$$(Tu)_j=g_j(u_j-u_{j+1})+g_{j-1}(u_j-u_{j-1}).$$

In the first cell the second term is $g_0u_1$, and in the last cell the first term is absent. The vector $b$ has the single nonzero entry $b_1=g_0$.

With subscript 0 on a concentration marking its value before the step, $s=s_0+r$ in each cell. The reaction law is $\delta r=Ku-(s_0+r)w$. Collecting $r$ gives

$$r=\frac{Ku-s_0w}{w+\delta},\qquad s=s_0+r=\frac{s_0\delta+Ku}{w+\delta}.$$

The second form shows that $s\ge0$ whenever $u,w\ge0$. As $k$ grows, $\delta$ goes to zero and no large reaction terms have to cancel. Two balances per cell remain:

$$F^u=h(u-u_0+r)+\Delta t\,D_u(Tu-b\,u_{eq})=0,$$
$$F^w=h(w-w_0-r)+\Delta t\,D_w(Tw-b\,w_{eq})=0.$$

## Why each step has one solution

The derivatives of $r$ are

$$r_u=\frac{K}{w+\delta}\ge0,$$
$$r_w=\frac{-s_0(w+\delta)-(Ku-s_0w)}{(w+\delta)^2}=-\frac{s_0\delta+Ku}{(w+\delta)^2}\le0.$$

In the Jacobian $J$ of $(F^u,F^w)$, the off-diagonal reaction entries are $hr_w$ and $-hr_u$. Neither is positive, and neither are the off-diagonal entries of $T$. Now add each column. In a $u$ column the reaction gives $hr_u-hr_u=0$; in a $w$ column it gives $hr_w-hr_w=0$. The columns of $T$ sum to zero, except the first, which sums to $g_0$. Every column sum of $J$ is therefore at least $h_j$.

Write $J=D-N$ with $D$ the positive diagonal and $N\ge0$. The column sums of $ND^{-1}$ are below one, so the series

$$J^{-1}=D^{-1}\sum_{n\ge0}(ND^{-1})^n$$

converges and has no negative entry. The column sums say $\mathbf 1^TJ\ge h^T$, where $h$ lists each width twice. Multiplying from the right by $J^{-1}\ge0$ gives $h^TJ^{-1}\le\mathbf 1^T$, and hence

$$\sum h|\delta z|\le\sum|\delta F|,\qquad z=(u,w).$$

The bound contains neither $k$ nor $\Delta t$. The difference of two solutions obeys a linear system whose matrix is $J$ averaged along the line joining them. The average has the same signs and column sums, so the difference is zero.

For existence at finite $k$, replace $w+\delta$ in the denominator of $r$ by a frozen value $\hat w+\delta$. The problem is then linear, with reaction derivatives $K/(\hat w+\delta)$ and $-s_0/(\hat w+\delta)$. The sign and column arguments still hold. Its right-hand side $q$ contains old amounts and surface supply and is non-negative. So the solution is non-negative and $\sum h(u+w)\le\sum q$. The frozen problem maps this closed, bounded, convex set continuously into itself. Brouwer's theorem gives a fixed point, which solves the original step.

If $w_0>0$, then $w>0$ after the step. Suppose $w_j=0$. Then $r_j=Ku_j/\delta\ge0$ and $(Tw)_j\le0$, so $F^w_j\le-h_jw_{0,j}<0$, a contradiction.

To compute the solution, one frozen solve supplies a positive start for Newton's method. Each correction is halved until $\sum|F|$ falls. Existence and uniqueness do not prove that this iteration always converges, so convergence must be checked at every step. In the example below, with 100 time steps and rates from $10^{-4}$ times the natural value to infinity, at most six iterations were needed.

## Stability over many steps

Solvability of one step does not by itself control a long run. A free energy in units of $k_BT$ does:

$$H=\sum_jh_j\sum_{c=u,s,w}\left[c\ln\frac{c}{c_{eq}}-c+c_{eq}\right].$$

After a step $u$ is positive everywhere. If $u_j=0$, then $r_j\le0$ and every term of $F^u_j$ is non-positive, so the neighbours must vanish too. This continues to the first cell, where the supply term $-\Delta tD_ug_0u_{eq}$ makes a zero sum impossible. Then $s>0$ as well.

Each bracket is convex with derivative $\mu_c=\ln(c/c_{eq})$, so its change in a step is at most $\mu_c(c-c_0)$, taken at the new state. The reaction contributes

$$-h\,r(\mu_u-\mu_s-\mu_w)=-h\,k\Delta t(Ku-sw)\ln\frac{Ku}{sw},$$

where $Ku_{eq}=s_{eq}w_{eq}$ was used. This is never positive, because both factors have the same sign. For diffusion,

$$\sum_j\mu_j(Tu-bu_{eq})_j=\sum_{j\ge1}g_j(\mu_j-\mu_{j+1})(u_j-u_{j+1})+g_0\mu_1(u_1-u_{eq})\ge0,$$

because the logarithm increases; the same holds for $w$. It enters $H$ with a minus sign. Thus $H$ cannot rise, whatever $k$ and $\Delta t$ are.

The bound also limits the departure from equilibrium. For $t\ge1$, $\ln t\ge2(t-1)/(t+1)$: the two sides agree at $t=1$, and the derivative of their difference is $(t-1)^2/[t(t+1)^2]\ge0$. With $t=\sqrt{a/b}$ this becomes $(a-b)\ln(a/b)\ge4(\sqrt a-\sqrt b)^2$. Summing over all steps,

$$4k\sum_{\text{steps}}\Delta t\sum_jh_j\left(\sqrt{Ku}-\sqrt{sw}\right)^2\le H_{\text{initial}}.$$

## The fast-exchange limit

Fix the mesh and the time steps and let $k\to\infty$. In one step $u$ and $w$ stay bounded, because $\sum h(u+w)\le\sum q$ with $q$ independent of $k$, and $F^u=0$ then bounds $r$. A subsequence therefore converges, and $\delta r=Ku-sw$ forces $sw=Ku$.

The limit still has $w>0$. If $w_j=0$, then $Ku_j=0$ and $(Tu)_j\le0$, so $F^u_j=0$ requires $r_j\ge u_{0,j}$. But $F^w_j=0$ requires $w_{0,j}+r_j\le0$, which is impossible for $w_{0,j}>0$. The Jacobian argument at $\delta=0$ makes the limit unique, so the whole sequence converges. Since $J$ is invertible there and the balances are smooth in $\delta$ and in the old state, the implicit function theorem gives an error of order $1/k$ over a fixed number of steps.

Adding $s-s_0=r$ to the balances removes the reaction. The limiting step is backward Euler for

$$(u+s)_t=D_uu_{xx},\qquad (w-s)_t=D_ww_{xx},\qquad sw=Ku.$$

These are two conservation laws and one algebraic relation. Fast exchange alone does not give a single diffusion equation.

## When one diffusion equation is enough

Add the equations for $u$ and $w$; the reaction cancels:

$$(u+w)_t=(D_uu+D_ww)_{xx}.$$

If the mobile species store little compared with $s$, the left side can be neglected. Then $D_uu+D_ww$ is linear in depth. Its slope vanishes at the mid-plane, so it equals its surface value throughout. With $U=u/u_{eq}$, $S=s/s_{eq}$, $W=w/w_{eq}$ and

$$\varepsilon=\frac{D_ww_{eq}}{D_uu_{eq}},$$

this says $U=1+\varepsilon-\varepsilon W$. Local equilibrium is $SW=U$, so

$$S=\frac{1+\varepsilon}{W}-\varepsilon,\qquad W=\frac{1+\varepsilon}{S+\varepsilon}.$$

Neglecting $w_t$ beside $s_t$ in the second conservation law leaves $s_t=-D_ww_{xx}$. Since $W_x=-(1+\varepsilon)S_x/(S+\varepsilon)^2$,

$$S_t=(D_{\rm eff}S_x)_x,\qquad D_{\rm eff}=\frac{D_ww_{eq}}{s_{eq}}\,\frac{1+\varepsilon}{(S+\varepsilon)^2}.$$

For $\varepsilon\ll S$, metal supply is easy and removal of self-interstitials sets the pace: $D_{\rm eff}\propto S^{-2}$. Where gold is scarce, a given $S_x$ corresponds to a steep gradient of $W$, and diffusion is fast. For $\varepsilon\gg1$ the metal supply sets the pace and $D_{\rm eff}\to D_uu_{eq}/s_{eq}$, a constant. Early in the anneal $s$ does not yet far exceed the mobile concentrations throughout the wafer, and the single equation fails while the two conservation laws still hold.

## Gold in a wafer for one hour

Take a 300 µm wafer at 1273 K, with $s_{eq}=10^{16}$, $u_{eq}=3\times10^{13}$ and $w_{eq}=10^{12}$ cm$^{-3}$, $D_u=1000$ and $D_w=300$ µm²/s. Initially there is no gold and $w=w_{eq}$. Then

$$\varepsilon=\frac{300\times10^{12}}{1000\times3\times10^{13}}=0.01,\qquad \frac{D_ww_{eq}}{s_{eq}}=0.03\ \text{µm}^2/\text{s}.$$

For a diffusion-limited exchange with a capture radius of 0.5 nm, $k=4\pi(5\times10^{-4})(300)=1.885$ µm³/s. Since $s_{eq}=10^4$ µm$^{-3}$, $ks_{eq}=1.885\times10^4$ s$^{-1}$. At the solubility limit,

$$\lambda=1.885\times10^4\,(0.0333+1+0.0001)=1.95\times10^4\ \text{s}^{-1}.$$

For the exchange alone, the explicit limit is $2/\lambda=1.03\times10^{-4}$ s, or $3.5\times10^7$ equal steps per hour. In a one-cell test, 50 explicit steps of $1.9/\lambda$ reduced a disturbance to 0.0052 of its size, and 50 steps of $2.1/\lambda$ enlarged it 117 times, as $0.9^{50}$ and $1.1^{50}$ predict.

The implicit run used 400 steps, with $t_n\propto n^2$ to resolve the early stage, and 40 cells. With exchange $10^6$ times faster than natural, its largest error in $S$ at the end of the hour was $4.2\times10^{-4}$, against an independent integration of the local-equilibrium equations on the same mesh. With 200 steps the error was $8.3\times10^{-4}$, as a first-order method should give. At 200 steps, doubling the number of cells changed the mean gold content by 0.04 %.

With 100 steps and the mesh held fixed, the largest gap in $S$ at the end of the hour between finite and infinite exchange rate was $1.7\times10^{-5}$ at the natural rate, and it fell tenfold for each tenfold increase in rate. At $10^{-4}$ of the natural rate it was 0.47: local equilibrium is then a poor description, although the solver still follows the slow kinetics. These gaps are end-of-hour values. Next to the surface, where transport holds $u$ and $w$ at equilibrium, $s_t=kw_{eq}(s_{eq}-s)$, so $s$ relaxes in $1/(kw_{eq})=0.53$ s, not in $1/\lambda$. At the natural rate local equilibrium is therefore not reached there during the first seconds.

After the hour the model gives $1.1\times10^{15}$ cm$^{-3}$ of gold at mid-plane and a mean of $2.0\times10^{15}$ cm$^{-3}$. At mid-plane $W=8.37$, so the closure predicts $U=1.01-0.01\times8.37=0.926$, in agreement with the computed 0.9265. At a depth of 5.2 µm, $S=0.618$ and

$$D_{\rm eff}=\frac{0.03\times1.01}{(0.618+0.01)^2}=0.077\ \text{µm}^2/\text{s},$$

which is also the value obtained from the computed metal flux. At 75.6 µm, where $S=0.139$, it is about 1.4 µm²/s.

After the hour, when the larger differences of the early stage have faded, the single equation differs from the two conservation laws by at most $2.0\times10^{-3}$ in $S$. Reducing both mobile concentrations tenfold, with each product $Dc_{eq}$ held fixed, lowers this to $2.3\times10^{-4}$. This supports mobile storage as the source of the difference.

It matters which limit is taken. If $w$ is pinned at $w_{eq}$, then $s=s_{eq}u/u_{eq}$ and metal conservation gives a constant $D=D_uu_{eq}/(s_{eq}+u_{eq})=2.99$ µm²/s. The mid-plane gold becomes $6.1\times10^{15}$ cm$^{-3}$, more than five times the kick-out value. For $\varepsilon\gg1$ the relation $W=(1+\varepsilon)/(S+\varepsilon)$ shows that transport to the surfaces alone keeps $w$ near $w_{eq}$. Here $\varepsilon=0.01$, and pinning requires efficient bulk sinks, which break the conservation law for $w-s$. Fast exchange does not produce it.

## The dissociative route

Metal can also settle by filling a vacancy, $M_i+V\rightleftharpoons M_s$. With rate $k'(uv-K's)$ and $\delta'=1/(k'\Delta t)$, the same elimination gives $r=(uv-K's_0)/(K'+\delta')$. Now both mobile species lose $r$, and the off-diagonal reaction entries are positive. The inverse need no longer be non-negative. Each diagonal entry still exceeds the sum of the magnitudes of the others in its column by at least $h_j$, so

$$\sum|J\,\delta z|\ge\sum h|\delta z|,$$

and a non-negative solution is still unique.

Let both routes act, with self-interstitials and vacancies in mutual equilibrium, $v/v_{eq}=1/W$. Each settled atom releases a self-interstitial or consumes a vacancy, and recombination leaves $w-v$ unchanged. With little mobile storage, $s_t=-D_ww_{xx}+D_vv_{xx}$. For easy metal supply $U\simeq1$ and $v/v_{eq}\simeq S$, so

$$D_{\rm eff}\simeq\frac{1}{s_{eq}}\left(\frac{D_ww_{eq}}{S^2}+D_vv_{eq}\right).$$

If $D_vv_{eq}=D_ww_{eq}$, the terms are equal at the surface, but the vacancy term is only $S^2\approx0.012$ of the other at mid-plane. Keeping the finite metal supply, the calculation gives 8 % more gold on average and 2 % more at mid-plane.

## Against a real wafer

The parameters are round, illustrative numbers for gold in silicon near 1000 °C; they are not fitted, and some may be off by a factor of ten or more. The equal vacancy capacity is an assumption used to size the effect. With a rough activation energy of 4.8 eV for $D_ww_{eq}$, a wafer 10 K hotter has about 1.4 times the self-interstitial transport and about 17 % more mid-plane gold, with solubility and metal supply held fixed. Gold at its solubility is about 0.2 % of a rough estimate of the intrinsic carrier density, so its charge should barely shift the Fermi level.

The result also depends on the absence of bulk sinks, which dislocations can break. Dislocations of density $\rho$ remove self-interstitials at a rate of about $2\pi D_w\rho/\ln(R/r_0)$, where $R$ is roughly half their spacing and $r_0$ the core radius. The prefactor $2\pi/\ln(R/r_0)$ is of order one, and the rate is taken here as $D_w\rho$. The slowest diffusion mode between the surfaces decays at $\pi^2D_w/L^2$ for thickness $L$. The two match at $\rho=\pi^2/(0.03\ \text{cm})^2=1.1\times10^4$ cm$^{-2}$. This compares linear rates and fixes only the order of magnitude. With the sink term $-D_w\rho(w-w_{eq})$ added to the model, this density already raises the mid-plane gold by about 40 %, and $10^3$ cm$^{-2}$ raises it by about 5 %. The kick-out result needs a density well below $10^4$ cm$^{-2}$. Much denser sinks, of order $10^7$ cm$^{-2}$ for near-complete pinning, move the model towards the pinned case, and the mid-plane gold from $1.1\times10^{15}$ towards $6.1\times10^{15}$ cm$^{-3}$. The remaining figures are in the numerical output.

## Numbers as computed

```
temperature 1273 K, time 3600 s, wafer 300 um
equilibrium s, u, w: 1.0e+16, 3.0e+13, 1.0e+12 cm^-3
diffusivities u, w: 1000, 300 um^2/s
capture radius: 0.50 nm
exchange rate k*s_eq: 1.8850e+04 1/s
K/s_eq: 0.03333; eps: 0.0100 (no unit)
relaxation rate at solubility: 1.9480e+04 1/s
explicit step limit: 1.027e-04 s
explicit steps needed: 3.51e+07
explicit error factor, 50 steps at 1.9 and 2.1/rate: 0.0052, 117.4
largest weighted inverse norm minus 1: 1.98e-13
most Newton iterations in rate sweep: 6
fast exchange, 100 steps: max error in s/s_eq 1.661e-03
fast exchange, 200 steps: max error in s/s_eq 8.319e-04
fast exchange, 400 steps: max error in s/s_eq 4.164e-04
slow exchange (1e-4), 100 steps: max error in s/s_eq 1.606e-03
slow exchange (1e-4), 200 steps: max error in s/s_eq 8.056e-04
rate factor 1e-04: max gap to equilibrium scheme 4.682e-01
rate factor 1e-02: max gap to equilibrium scheme 1.691e-03
rate factor 1e+00: max gap to equilibrium scheme 1.676e-05
rate factor 1e+01: max gap to equilibrium scheme 1.676e-06
rate factor 1e+02: max gap to equilibrium scheme 1.675e-07
rate factor 1e+03: max gap to equilibrium scheme 1.675e-08
rate factor 1e+10: max gap to equilibrium scheme 1.554e-15
single equation, max gap in s/s_eq: 2.001e-03
same with mobile storage / 10: 2.340e-04
production run: 400 steps, 40 cells, first cell 0.925 um
depth 5.2 um: s = 6.184e+15 cm^-3, D_eff flux 0.0767, formula 0.0769 um^2/s
depth 19.7 um: s = 3.164e+15 cm^-3, D_eff flux 0.2838, formula 0.2847 um^2/s
depth 75.6 um: s = 1.389e+15 cm^-3, D_eff flux 1.3623, formula 1.3675 um^2/s
mid-plane gold: 1.107e+15 cm^-3
mean gold: 2.003e+15 cm^-3
mid-plane supersaturation w/w_eq: 8.373
mid-plane u/u_eq: 0.9265
mean gold change, 40 to 80 cells: 0.040 %
pinned self-interstitials: D = 2.991 um^2/s
pinned self-interstitials: mid-plane gold 6.091e+15 cm^-3
single equation: mid-plane gold 1.117e+15 cm^-3
equal vacancy capacity: mid-plane gold +2.2 %
equal vacancy capacity: mean gold +8.3 %
10 K hotter, 4.8 eV: self-interstitial transport x 1.410
10 K hotter: mid-plane gold +16.6 %
dislocation density where sinks match surfaces: 1.1e+04 cm^-2
rough intrinsic carriers (gap 0.8 eV): 5.7e+18 cm^-3
gold solubility / intrinsic carriers: 1.7e-03
```
